# Zero-Phonon Emission Weight and Zero-Phonon Energy of a Colour Centre

A colour centre that has relaxed to the lowest vibrational level of its excited electronic state can emit a photon without leaving any phonon behind. In the linear-coupling model specified below, the weight of this event in the normalized emission line shape at zero temperature is

$$
W=e^{-S},\qquad S=\sum_k S_k,\qquad S_k=\tfrac12\,\omega_k\,\Delta Q_k^2 ,
$$

where $\omega_k$ is the frequency of normal mode $k$, $\Delta Q_k$ is the mass-weighted displacement between the two equilibrium geometries along that mode, and $S$ is the total Huang-Rhys factor. The zero-phonon absorption energy is a different quantity. It is the difference between the lowest vibrational levels of the two electronic states,

$$
E_{\rm ZPL}=E_e^{\min}-E_g^{\min}+\tfrac12\sum_k\left(\omega_k^{e}-\omega_k^{g}\right),
$$

and its last term vanishes when the two states have the same frequencies. $W$ is a dimensionless probability, which says what share of the line shape belongs to the line; $E_{\rm ZPL}$ says where the line lies, in absorption and in emission alike.

Hartree atomic units are used in the derivation, so $\hbar=1$ and a frequency is also a phonon energy. Displacements are mass-weighted, with unit $\sqrt{m_e}\,a_0$. Numerical energies are given in meV, the natural scale of lattice vibrations.

Let the vector $x$ collect the mass-weighted nuclear coordinates, measured from the equilibrium geometry of the ground state $g$, and let $p$ be the conjugate momenta. With the minimum of the ground surface as the zero of energy,

$$
H_g=\tfrac12\,p\cdot p+\tfrac12\,x\cdot Kx,\qquad
H_e=H_g+\Delta_v-f\cdot x .
$$

The matrix $K$ is symmetric and positive definite. The constant $\Delta_v$ is the vertical energy, the separation of the two surfaces at the ground-state geometry $x=0$, and $f$ is the force that acts on the nuclei there after excitation. The model assumes that both electronic states are non-degenerate, that the surfaces are harmonic, and that excitation changes the force but not the matrix $K$.

The new equilibrium follows from setting the gradient of the excited surface to zero: $Kd-f=0$, so $d=K^{-1}f$. To complete the square, expand

$$
\tfrac12(x-d)\cdot K(x-d)=\tfrac12x\cdot Kx-x\cdot Kd+\tfrac12d\cdot Kd .
$$

Since $Kd=f$, the middle term is $-f\cdot x$, and therefore

$$
H_e=\tfrac12p\cdot p+\tfrac12(x-d)\cdot K(x-d)+\Delta_v-\lambda,
\qquad \lambda=\tfrac12f\cdot K^{-1}f .
$$

The relaxation energy $\lambda$ is what the lattice gives up in moving from $x=0$ to $x=d$ on the excited surface. Both Hamiltonians have the same zero-point energy, because they share $K$. The difference of their lowest eigenvalues is thus

$$
E_{\rm ZPL}=\Delta_v-\lambda .
$$

Now diagonalize $K=V\,{\rm diag}(\omega_k^2)\,V^{T}$ with an orthogonal matrix $V$, and set $Q=V^Tx$ and $\Delta Q=V^Td$. Each Hamiltonian becomes a sum of independent oscillators, and

$$
\lambda=\tfrac12d\cdot Kd=\tfrac12\sum_k\omega_k^2\Delta Q_k^2=\sum_kS_k\omega_k .
$$

The factor $S_k$ is the relaxation energy of mode $k$ counted in quanta of that mode.

The weight requires the transition probabilities. In the Condon approximation the electronic transition dipole does not depend on $x$, so it is a common factor in every vibrational transition. Fermi's golden rule then gives the emission line shape, with dipole and photon-energy factors removed, as

$$
A_{\rm em}(E)=\sum_{\{n\}}\left|\langle n_g|0_e\rangle\right|^2
\delta\!\left(E-E_{\rm ZPL}+\sum_kn_k\omega_k\right).
$$

Here $|0_e\rangle$ is the vibrational ground state of $H_e$, the initial state at zero temperature once relaxation is complete, and $|n_g\rangle$ is a state of $H_g$ with $n_k$ phonons in mode $k$. Each phonon left in the lattice lowers the photon energy by $\omega_k$. The states $|n_g\rangle$ form a complete set, so the squared overlaps add up to $\langle0_e|0_e\rangle=1$ and can be read as probabilities.

Consider one mode and drop its index. The lowering operators for the two equilibrium positions are

$$
a_g=\sqrt{\frac{\omega}{2}}\left(Q+\frac{iP}{\omega}\right),\qquad
a_e=\sqrt{\frac{\omega}{2}}\left(Q-\Delta Q+\frac{iP}{\omega}\right)=a_g-\alpha,
$$

with $\alpha=\sqrt{\omega/2}\,\Delta Q$, so that $\alpha^2=\omega\Delta Q^2/2=S$. The equality of the two frequencies matters here: it makes the operators differ by a number alone. The relaxed excited state obeys $a_e|0_e\rangle=0$, which is the same as

$$
a_g|0_e\rangle=\alpha|0_e\rangle .
$$

Seen from the ground surface, the initial state is a coherent state. Let $c_n=\langle n_g|0_e\rangle$ and multiply the last equation from the left by $\langle n_g|$. Because $\langle n_g|a_g=\sqrt{n+1}\,\langle(n+1)_g|$,

$$
\sqrt{n+1}\,c_{n+1}=\alpha c_n
\quad\Longrightarrow\quad
c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .
$$

Normalization fixes the remaining constant:

$$
1=\sum_{n=0}^{\infty}|c_n|^2=|c_0|^2\sum_{n=0}^{\infty}\frac{\alpha^{2n}}{n!}=|c_0|^2e^{\alpha^2} .
$$

Hence $|c_0|^2=e^{-S}$, and the probability of leaving $n$ phonons in the mode is

$$
P(n)=e^{-S}\frac{S^n}{n!} .
$$

With several modes, the vibrational ground states are products over modes. A zero-phonon event requires every mode to end in its lowest level, so the probabilities multiply and the exponents add:

$$
W=\prod_ke^{-S_k}=e^{-\sum_kS_k}=e^{-S} .
$$

This is why the total coupling enters. In a large crystal, a localized distortion can be spread over very many modes, and each factor $e^{-S_k}$ may be close to one while their product is small. If the sum $S$ grows without bound as modes are added, the zero-phonon weight tends to zero.

The probability of leaving $N$ phonons in all, whatever their modes, follows from the multinomial theorem:

$$
P_N=e^{-S}\sum_{\sum n_k=N}\prod_k\frac{S_k^{n_k}}{n_k!}
=e^{-S}\frac{\left(\sum_kS_k\right)^N}{N!}=e^{-S}\frac{S^N}{N!} .
$$

Its mean is $\sum_N N P_N=S\sum_{N\ge1}e^{-S}S^{N-1}/(N-1)!=S$, so the total Huang-Rhys factor is the mean number of phonons left by an emission event in the line-shape distribution. For $S\ll1$, $W\approx1-S$ and the missing weight is, to first order, a one-phonon sideband of weight $S$. The ratio $P_{N+1}/P_N=S/(N+1)$ shows that for $S>1$ the one-phonon share already exceeds the zero-phonon share.

Absorption at zero temperature starts from $|0_g\rangle$. Since $a_g=a_e+\alpha$, the condition $a_g|0_g\rangle=0$ becomes $a_e|0_g\rangle=-\alpha|0_g\rangle$. The sign of $\alpha$ disappears from the squared overlaps, so the phonon probabilities are the same as in emission. The energies are not: phonons created in absorption must be paid for by the photon, whose energy is $E_{\rm ZPL}+\sum_kn_k\omega_k$. Using $\langle n_k\rangle=S_k$, the mean energies of the two line shapes are

$$
\langle E\rangle_{\rm em}=E_{\rm ZPL}-\lambda,\qquad
\langle E\rangle_{\rm abs}=E_{\rm ZPL}+\lambda=\Delta_v .
$$

The vertical absorption energy is therefore the mean of the absorption line shape and lies above the zero-phonon absorption energy by $\lambda$. A calculation that excites the electrons at the frozen ground-state geometry gives $\Delta_v$; to obtain $E_{\rm ZPL}$, the relaxation energy $\lambda$ must be subtracted, and it can be found by relaxing the excited state or, in this model, from $f$ and $K$. Neither number is a weight.

Take a model centre with three modes and round parameters, not assigned to any particular defect. The phonon energies are 35, 70 and 95 meV, the displacements are 35, 30 and 15 atomic units, and $E_{\rm ZPL}=1200$ meV, or 0.0441 hartree. For the first mode, 35 meV is 0.001286 hartree, and

$$
S_1=\tfrac12(0.001286)(35)^2=0.788 .
$$

The other two modes give $S_2=1.158$ and $S_3=0.393$. The third mode has the highest frequency but the smallest factor, because the displacement enters squared. The sum and the weight are

$$
S=0.7878+1.1576+0.3928=2.3382,\qquad W=e^{-2.3382}=0.0965 .
$$

The three separate factors 0.455, 0.314 and 0.675 have the same product to rounding. Direct quadrature of the oscillator wavefunctions, which does not use the exponential law, also gives 0.0965. The shares with zero to five phonons are 0.097, 0.226, 0.264, 0.206, 0.120 and 0.056. The two-phonon share is the largest, as the ratio $S/(N+1)$ requires: it exceeds one up to $N=1$ and is below one from $N=2$ on.

The relaxation energy is

$$
\lambda=0.7878(35)+1.1576(70)+0.3928(95)\approx145.9\ {\rm meV}.
$$

The mean emission energy is thus 1054.1 meV and the vertical absorption energy is 1345.9 meV, on either side of the common zero-phonon energy of 1200 meV.

A measured spectrum contains photon-energy factors that $A_{\rm em}$ omits. In spontaneous emission, the density of photon states contributes $E^2$ and the squared field per photon contributes $E$, so the number of photons emitted per unit time and energy is proportional to $E^3A_{\rm em}(E)$, provided that the refractive index and the local-field factor are constant across the band. The zero-phonon fraction of emitted photons is then

$$
W_{\rm ph}=W\,\frac{E_{\rm ZPL}^3}{M_3},\qquad M_3=\langle E^3\rangle_{\rm em} .
$$

To find $M_3$, let $X=\sum_kn_k\omega_k$ be the energy left in phonons. For one mode,

$$
\langle e^{tn\omega}\rangle=e^{-S}\sum_n\frac{(Se^{t\omega})^n}{n!}
=\exp\!\left[S(e^{t\omega}-1)\right].
$$

The modes are independent, so $\ln\langle e^{tX}\rangle=\sum_kS_k(e^{t\omega_k}-1)$. Its $j$th derivative at $t=0$ is the cumulant

$$
\kappa_j=\sum_kS_k\omega_k^j .
$$

The first three cumulants are the mean $\kappa_1=\lambda$, the variance and the third central moment. Write $E=\mu-\delta$ with $\mu=E_{\rm ZPL}-\lambda$ and $\delta=X-\lambda$. Since $\langle\delta\rangle=0$, $\langle\delta^2\rangle=\kappa_2$ and $\langle\delta^3\rangle=\kappa_3$,

$$
M_3=\mu^3-3\mu^2\langle\delta\rangle+3\mu\langle\delta^2\rangle-\langle\delta^3\rangle
=\mu^3+3\mu\kappa_2-\kappa_3 .
$$

The Poisson distribution has a tail with $X\ge E_{\rm ZPL}$, for which no photon can be emitted. The closed formula includes it and is useful when that tail is negligible; in the example its total weight is about $10^{-10}$.

With $\kappa_2=10182\ {\rm meV}^2$ and $\kappa_3=7.68\times10^5\ {\rm meV}^3$,

$$
M_3=(1171.2+32.2-0.8)\times10^6\ {\rm meV}^3=1.2026\times10^9\ {\rm meV}^3 .
$$

The zero-phonon value is $E_{\rm ZPL}^3=1.728\times10^9\ {\rm meV}^3$, so

$$
W_{\rm ph}=0.0965\times\frac{1.728}{1.2026}=0.139 .
$$

The cubic factor favours the zero-phonon line because it lies at the high-energy end of the emission band. The photon fraction is larger than $W$ by 44 per cent of $W$. If $-\ln W_{\rm ph}$ were taken for the Huang-Rhys factor, the result would be 1.98 instead of 2.34. A photon-counting spectrum, expressed per unit photon energy and not per unit wavelength, must therefore be divided by $E^3$, after correction for the detector response, before the zero-phonon share of its total area is compared with $e^{-S}$.

In absorption, the transition rate is proportional to the squared field, the absorbed power carries one further factor $E$, and division by the incident intensity removes the squared field. The cross-section is thus proportional to $E\,A_{\rm abs}(E)$ under the same assumption of constant optical factors. The zero-phonon fraction of the integrated cross-section is

$$
W_{\rm abs}=W\frac{E_{\rm ZPL}}{E_{\rm ZPL}+\lambda}
=0.0965\times\frac{1200}{1345.9}=0.086 .
$$

Here the line lies at the low-energy end of the band, and the photon-energy factor reduces its share. The three numbers 0.097, 0.139 and 0.086 belong to the same centre and the same overlaps; they answer different questions.

The energy $E_{\rm ZPL}$ cannot supply the weight. Adding a constant to $H_e$ moves $E_{\rm ZPL}$ and leaves every vibrational eigenfunction, and so $W$, unchanged. Knowing the relaxation energy as well is still not enough. If one mode of frequency $\omega$ carries all of $\lambda$, then $S=\lambda/\omega$ and

$$
W=e^{-\lambda/\omega} .
$$

Keep $E_{\rm ZPL}=1200$ meV and $\lambda=145.9$ meV. A 40 meV mode gives $S=3.65$ and $W=0.026$, whereas an 80 meV mode gives $S=1.82$ and $W=0.161$. The zero-phonon energy, the vertical absorption energy and the mean emission energy agree between these two models, yet the weights differ by a factor of about six. A given relaxation energy is divided into fewer quanta when the quanta are larger. For several modes one may define $\bar\omega=\lambda/S$, which is 62.4 meV in the three-mode example, but $\lambda$ alone does not fix $\bar\omega$; $S$ must be known as well.

A second case tests the step from coupled coordinates to normal modes. In model units, take

$$
K=\begin{pmatrix}1&0.3\\0.3&1.5\end{pmatrix},\qquad
f=\begin{pmatrix}0.9\\-0.5\end{pmatrix},\qquad \Delta_v=10 .
$$

The determinant of $K$ is 1.41, and $K^{-1}f=(1.0638,\,-0.5461)$. Hence $\lambda=\tfrac12(0.9\times1.0638+0.5\times0.5461)=0.6152$, and $E_{\rm ZPL}$ should be 9.3848. The normal modes give $S=0.6632$ and $e^{-S}=0.5152$. Diagonalizing both Hamiltonians in the original coupled coordinates gives 9.3848 for the difference of the lowest eigenvalues and 0.5152 for the squared overlap of the corresponding states.

The simple law does not hold in general when excitation changes the frequency. For one mode, the two ground-state wavefunctions are

$$
\psi_g=\left(\frac{\omega_g}{\pi}\right)^{1/4}e^{-\omega_gQ^2/2},\qquad
\psi_e=\left(\frac{\omega_e}{\pi}\right)^{1/4}e^{-\omega_e(Q-\Delta Q)^2/2} .
$$

With $\Omega=\omega_g+\omega_e$, the exponent of their product is

$$
-\frac{\Omega}{2}\left(Q-\frac{\omega_e\Delta Q}{\Omega}\right)^2
-\frac12\left(\omega_e-\frac{\omega_e^2}{\Omega}\right)\Delta Q^2 ,
$$

and the last bracket equals $\omega_g\omega_e/\Omega$. The Gaussian integral contributes $\sqrt{2\pi/\Omega}$. Squaring the overlap gives

$$
W=\frac{2\sqrt{\omega_g\omega_e}}{\omega_g+\omega_e}
\exp\!\left[-\frac{\omega_g\omega_e\,\Delta Q^2}{\omega_g+\omega_e}\right].
$$

For equal frequencies the prefactor is one and the exponent becomes $-\omega\Delta Q^2/2=-S$, which recovers the first result by a separate route. For unequal frequencies the prefactor is below one, so some weight leaves the zero-phonon line even when $\Delta Q=0$.

Take $\omega_g=70$ meV, $\omega_e=60$ meV and $\Delta Q=30$ atomic units. The weight is 0.342, as diagonalization confirms. A Huang-Rhys factor formed with the ground-state frequency would predict 0.314, and one formed with the excited-state frequency 0.371. The prefactor is 0.997, so in this case the discrepancy comes mainly from the exponent. The zero-phonon energy also moves, by $(60-70)/2=-5$ meV relative to the difference of the minima. The same change of frequency thus affects both quantities, but through different formulas.

These conditions have to be examined for each real colour centre. An orbitally degenerate excited state, as in the axial divacancies of silicon carbide, permits Jahn-Teller coupling, which mixes electronic components and is not described by a single displaced surface. Mixing of the normal modes between the two states, anharmonicity and a dipole that varies with geometry also invalidate steps used above. At nonzero temperature the initial state is no longer the vibrational ground state alone, and $e^{-S}$ with the present $S$ is no longer exactly the zero-phonon weight; it remains a good approximation only while $k_BT$ is small compared with the energies of the modes that carry $S$. Where the conditions hold, a calculation needs two separate outputs: the relaxed energy difference for the position of the line, and the total Huang-Rhys factor, for instance from the displacements resolved by mode, for its weight. The numerical output below lists the main values for the worked examples.

## Calculated quantities

```
THREE-MODE MODEL CENTRE
mode 1: phonon energy 35 meV, dQ 35 a.u.
  S_k = 0.7878, exp(-S_k) = 0.4548, quadrature 0.4548
mode 2: phonon energy 70 meV, dQ 30 a.u.
  S_k = 1.1576, exp(-S_k) = 0.3142, quadrature 0.3142
mode 3: phonon energy 95 meV, dQ 15 a.u.
  S_k = 0.3928, exp(-S_k) = 0.6752, quadrature 0.6752
total S = 2.3382
zero-phonon weight exp(-S) = 0.09650
same weight from quadrature = 0.09650
mean emitted phonon number = 2.3382
share with 0 phonons in all = 0.0965
share with 1 phonons in all = 0.2256
share with 2 phonons in all = 0.2638
share with 3 phonons in all = 0.2056
share with 4 phonons in all = 0.1202
share with 5 phonons in all = 0.0562
zero-phonon energy = 1200.0 meV = 0.044099 hartree
relaxation energy = 145.92 meV
mean emission line-shape energy = 1054.08 meV
mean (vertical) absorption energy = 1345.92 meV
kappa_2 = 10182.0 meV^2, kappa_3 = 7.6758e+05 meV^3
zero-phonon fraction of emitted photons = 0.13866
zero-phonon fraction of absorption = 0.08604
line-shape tail at negative energy = 1.0e-10
SAME ZERO-PHONON AND RELAXATION ENERGIES, ONE MODE
phonon 40 meV: S = 3.6479, weight = 0.02604
phonon 80 meV: S = 1.8240, weight = 0.16138
TWO COUPLED OSCILLATORS (model units)
S from normal modes = 0.663179
exp(-S) = 0.515211
weight from diagonalization = 0.515211
vertical energy = 10.0000, relaxation = 0.615248
zero-phonon energy from eigenvalues = 9.384752
UNEQUAL FREQUENCIES, ONE MODE
ground 70 meV, excited 60 meV, dQ 30 a.u.
weight from diagonalization = 0.34249
exp(-S) with ground frequency = 0.31424
exp(-S) with excited frequency = 0.37075
zero-point shift of the line = -5.000 meV
```
